Why spin-restricted direct RPA dissociates minimal-basis H2 correctly

**Question.** Stretch H2 while keeping both electrons in one bonding orbital. The energy of that determinant ends far above two hydrogen atoms. Adding the direct random-phase approximation (RPA), built on the same spin-restricted orbitals, brings it down to the right limit in a minimal basis. Why does the RPA correlation energy tend to precisely the required value, −K, when the Kohn-Sham gap closes?

**Answer.** The determinant lets the electrons crowd onto one atom half of the time, and K is the energy this costs. RPA describes the resulting charge imbalance as a fluctuation opposed by its own electrostatic repulsion. When the gap closes, any nonzero repulsion suppresses this fluctuation, and its whole cost is returned. As shown below, RPA obtains half of this amount from each electron's spurious correlation with itself.

**The cost of the ionic terms**

Each atom carries one s function. Symmetry fixes the real, orthonormal molecular orbitals g (even) and u (odd). I use hartree atomic units, write h for the one-electron Hamiltonian and R for the internuclear distance, and define

(pq|rs) = ∫∫ p(1)q(1) r(2)s(2)/r₁₂ d1 d2, K = (gu|gu), J_gg = (gg|gg).

The combinations a = (g + u)/√2 and b = (g − u)/√2 are orthonormal and localized on the two atoms. Inverting them gives g = (a + b)/√2, so the spatial part of the determinant g² is

g(1)g(2) = ½[a(1)a(2) + b(1)b(2) + a(1)b(2) + b(1)a(2)].

The first two terms are ionic and carry a total weight of ¼ + ¼ = ½. With U = (aa|aa) and V = (aa|bb), an ionic configuration has mean energy 2h_aa + U + 1/R and a covalent one 2h_aa + V + 1/R. The difference is U − V, and half of it is charged to the determinant. Cross terms between the four products also contribute; they involve h_ab or the product ab and vanish at large R, so only there is this charge the whole excess.

This charge equals K. Since gu = ½(a² − b²),

K = ¼[(aa|aa) − 2(aa|bb) + (bb|bb)] = ½(U − V).

Similarly, g² = ½(a² + b²) + ab, which gives

J_gg = ½(U + V) + 2(aa|ab) + (ab|ab),
J_gg − K = V + 2(aa|ab) + (ab|ab).

The on-site repulsion U has disappeared. At large R the terms containing the product ab vanish and V → 1/R. Also h_gg → E_H − 1/R, where E_H is the energy of the atom in this basis and −1/R is the attraction to the other nucleus. The determinant energy E_det = 2h_gg + J_gg + 1/R therefore obeys

E_det − K → 2E_H − 2/R + 1/R + 1/R = 2E_H.

A correlation energy of −K is what the limit requires.

**The fluctuation that carries this cost**

Let X = n_a − n_b be the difference of the electron numbers in a and b. It is 0 in a covalent configuration and ±2 in an ionic one, so the ionic weight of a two-electron state is ⟨X²⟩/4. For g² this gives ⟨X²⟩ = 2.

In terms of g and u, X moves electrons between the orbitals: for each electron it is x = |g⟩⟨u| + |u⟩⟨g|. The density operator contains the term g(r)u(r)X, whose electrostatic energy is ½KX². This includes each electron's interaction with itself. Because x² = 1, that self term is ½K per electron, or K in total, and the true pair energy is ½K(X² − 2).

Now scale the electron repulsion by λ, from 0 to 1, at fixed density. Correlation energy is the change of the repulsion energy relative to the determinant, integrated over λ. In RPA this change comes from density fluctuations in linear response. From g², a single excitation changes the density to first order through the product gu alone, so

E_c = ½K ∫₀¹ (⟨X²⟩_λ − 2) dλ.

Since ⟨X²⟩ cannot be negative, −K is a floor for this expression. It remains to see why RPA reaches it.

**How the closing gap suppresses the fluctuation**

Let Δ = ε_u − ε_g be the Kohn-Sham gap. Apply a weak field f that couples to X. Each of the two electrons has one transition, with matrix element 1, so the response without feedback is

χ₀(ω) = 2[1/(ω − Δ) − 1/(ω + Δ)] = 4Δ/(ω² − Δ²),
χ₀(iω) = −4Δ/(ω² + Δ²).

An induced imbalance δX creates a density gu δX, whose Hartree potential adds λK δX to the field. Direct RPA keeps this feedback and omits exchange and correlation in it:

δX = χ₀(f + λK δX), hence χ_λ = χ₀/(1 − λKχ₀).

Inserting χ₀(iω) gives

χ_λ(iω) = −4Δ/(ω² + Ω_λ²), Ω_λ² = Δ² + 4λKΔ.

To obtain the fluctuation, write a general response as a sum over excited states n with energies E_n:

χ(iω) = −Σ_n |X_n0|² 2E_n/(ω² + E_n²).

The integral of 2E_n/(ω² + E_n²) from 0 to ∞ is π. Since ⟨X⟩ = 0 by symmetry, Σ_n |X_n0|² = ⟨X²⟩, and therefore

⟨X²⟩_λ = −(1/π) ∫₀^∞ χ_λ(iω) dω = 2Δ/Ω_λ = 2√[Δ/(Δ + 4λK)].

At λ = 0 this is 2, as it must be. At any fixed λ > 0 it vanishes when Δ → 0.

The reason can be read from the static response. For a single mode, ⟨X²⟩ = ½Ω|χ(0)|. Without repulsion, |χ₀(0)| = 4/Δ diverges while the frequency is Δ, and the product stays at 2. With repulsion, |χ_λ(0)| = 4/(Δ + 4λK) saturates at 1/(λK), because an imbalance now costs energy even when the orbitals are degenerate. The frequency still goes to zero, and the fluctuation goes with it.

**The formula and its limit**

Because dΩ_λ/dλ = 2KΔ/Ω_λ, the coupling integral is elementary:

E_c = K ∫₀¹ (Δ/Ω_λ) dλ − K = ½(Ω₁ − Δ) − K,

E_c = ½[√(Δ² + 4KΔ) − Δ − 2K].

The usual RPA matrices give the same result. For the spin-up and spin-down excitations, A has diagonal elements Δ + K and off-diagonal elements K, while all elements of B are K. The in-phase (charge) combination has A = Δ + 2K and B = 2K, so Ω² = (A − B)(A + B) = Δ(Δ + 4K). The out-of-phase (spin) combination has A = Δ and B = 0. In E_c = ½Σ(Ω − A) the spin mode contributes nothing.

The untouched spin mode shows how RPA reaches its result. Write X = x↑ + x↓ and S = x↑ − x↓. Since A = Δ and B = 0, ⟨S²⟩ keeps its determinant value 2, so ⟨x↑²⟩ = ⟨x↓²⟩ = (⟨X²⟩ + 2)/4 and ⟨x↑x↓⟩ = (⟨X²⟩ − 2)/4. The same-spin part ½K(⟨x↑²⟩ + ⟨x↓²⟩ − 2) and the opposite-spin part K⟨x↑x↓⟩ both equal ¼K(⟨X²⟩ − 2). Half of E_c is therefore correlation of each electron with itself, which x² = 1 forbids in any true state. As Δ → 0, RPA has ⟨x↑²⟩ = ½ and ⟨x↑x↓⟩ = −½, where the exact state has 1 and −1. The sum ⟨X²⟩ = 0, and with it −K, is right, but its division between the spins is not.

For small Δ,

E_c = −K + √(KΔ) − ½Δ + …

The limit is −K, as required. For large Δ, expanding the root in K/Δ gives E_c ≈ −K²/Δ, the direct second-order term. It is twice the full second-order energy −K²/(2Δ) of the double excitation g² → u², because the exchange part that removes the self-correlation is omitted. Used alone, that term diverges as the gap closes; the feedback turns the divergence into saturation.

The gap does close. With F the Kohn-Sham Hamiltonian, ε_g = F_aa + F_ab and ε_u = F_aa − F_ab, so Δ = −2F_ab. For a local potential this element vanishes with the overlap of the atoms. The functional affects E_c through Δ alone, since symmetry has fixed the orbitals.

**Why the limit is right but the curve is not**

Within this basis the exact ground state mixes g² and u², coupled by K. If 2D is the energy of u² minus that of g², the lower root of the two-state problem gives

E_c(full CI) = D − √(D² + K²) = −K + D − D²/(2K) + …

The limit is the same, but the correction is linear in the small quantity D, whereas that of RPA is √(KΔ). When D and Δ are small and of similar size, the square root is much larger. In the stretched molecule RPA therefore suppresses the ionic terms too slowly. Near the bond length the order is reversed: for the example below, ⟨X²⟩/4 at 1.4 bohr is 0.356 in RPA and 0.388 in full CI.

**Numbers for H2**

The example uses the STO-3G basis and the gap of the local density approximation. At R = 5.0 bohr, Δ = 0.03634 and K = 0.28773 hartree. Then

Δ² + 4KΔ = 0.00132 + 0.04182 = 0.04314,
Ω₁ = 0.2077,
E_c = ½(0.2077 − 0.0363) − 0.2877 = −0.2020 hartree.

The direct second-order term would be −2.28 hartree. The determinant lies 0.24675 hartree above two atoms and, to the same digits, E_c = −0.20205 hartree, so RPA leaves the molecule 0.24675 − 0.20205 = 0.04470 hartree above them. Full CI puts it 0.0017 hartree below. The quantity ⟨X²⟩/4 is 0.087 in RPA, where it is only a formal measure of ionic weight, and 0.005 in full CI, where it is the ionic weight of the wave function.

Further out, the energies relative to 2E_H, in hartree, are:

R = 8 bohr: determinant 0.3231, RPA 0.0194
R = 10 bohr: determinant 0.3372, RPA 0.0056
R = 16 bohr: determinant 0.3561, RPA 0.00001

At 16 bohr, U = 0.7746 and V = 0.0625 hartree, so ½(U − V) = 0.3561 hartree: the determinant's error is K, and RPA removes it. The suppression sets in at small coupling. At R = 8 bohr, ⟨X²⟩ falls from 2 at λ = 0 to 0.21 at λ = 0.1 and 0.07 at λ = 1.

Between the bond and the limit stands a false barrier. On a scan in steps of 0.5 bohr its highest point is at 5.5 bohr, 0.045 hartree (1.24 eV) above two atoms, where full CI is slightly below them. The speed of the final approach partly reflects the basis. The product of two equal Gaussians a distance R apart carries a factor that is itself Gaussian in R, so this gap closes faster than it would with exponential atomic tails.

**Where the argument stops**

The starting gap matters. In restricted Hartree-Fock theory, ε_g = h_gg + J_gg and ε_u = h_uu + 2(gg|uu) − K. At large R, h_uu = h_gg and both Coulomb integrals tend to ½(U + V), so

Δ_HF → ½(U + V) − ½(U − V) = V → 1/R.

This gap also closes, but the RPA excess now decays as √(K/R). It is 0.121 hartree at 16 bohr and still 0.006 hartree at 10,000 bohr.

The atomic reference matters as well. With one function the atom has no virtual orbital, and its RPA correlation energy is zero. Give a single electron one virtual orbital, with gap Δ′ and transition integral K′. Then A = Δ′ + K′ and B = K′, and direct RPA yields

½[√(Δ′² + 2K′Δ′) − Δ′ − K′] < 0,

although one electron has no correlation energy. In the minimal basis this self-correlation is absent from the atoms but supplies half of E_c in the molecule. The exact cancellation is thus proved here for the minimal basis only; in a larger one, self-correlation enters the atoms too and adds further terms to the molecule, and this derivation does not settle their difference.

The numerical check checks the closed formula against matrix diagonalization and frequency integration, and the dissociation limit against the isolated atom.

Computed values

```
H2, STO-3G, LDA (Slater + PW92) gap; energies in hartree, R in bohr
atom energy E_H = -0.466582 hartree; 2 E_H = -0.933164 hartree
determinant g^2: <X^2> = 2.0000, ionic weight = 0.5000
R (bohr) | gap | K | E_c(RPA) | E_c + K   (hartree)
  1.4 7.477e-01 0.18126 -0.03043 0.15083
  3.0 2.009e-01 0.23512 -0.09615 0.13897
  4.0 8.758e-02 0.26513 -0.15037 0.11476
  5.0 3.634e-02 0.28773 -0.20205 0.08569
  6.0 1.379e-02 0.30402 -0.24581 0.05821
  8.0 1.458e-03 0.32480 -0.30376 0.02105
 10.0 9.913e-05 0.33730 -0.33157 0.00573
 12.0 3.588e-06 0.34564 -0.34452 0.00111
 16.0 5.361e-10 0.35605 -0.35604 0.00001
R (bohr) | energy minus 2 E_H (hartree): determinant, RPA, full CI
  1.4  -0.18355  -0.21398  -0.20411
  3.0   0.04789  -0.04826  -0.05199
  4.0   0.17208   0.02171  -0.01061
  5.0   0.24675   0.04470  -0.00173
  6.0   0.28809   0.04228  -0.00024
  8.0   0.32312   0.01937  -0.00000
 10.0   0.33719   0.00562  -0.00000
 12.0   0.34563   0.00111  -0.00000
 16.0   0.35605   0.00001   0.00000
R (bohr) | ionic weight <X^2>/4: RPA at full coupling, full CI
  1.4 0.35626 0.38800
  3.0 0.20976 0.14013
  4.0 0.13810 0.03277
  5.0 0.08748 0.00533
  6.0 0.05294 0.00070
  8.0 0.01674 0.00001
 10.0 0.00429 0.00000
 12.0 0.00081 0.00000
 16.0 0.00001 0.00000
R = 16 bohr: U = 0.77461, V = 0.06250, (U-V)/2 = 0.35605 hartree
R = 1.4 bohr: second order -K^2/gap = -0.0439, D = 0.78865 hartree
R = 5.0 bohr: second order -K^2/gap = -2.2782, D = 0.04236 hartree
R = 10.0 bohr: second order -K^2/gap = -1147.6627, D = 0.00011 hartree
R = 8 bohr, coupling 0.0: RPA <X^2> = 2.0000
R = 8 bohr, coupling 0.1: RPA <X^2> = 0.2107
R = 8 bohr, coupling 0.5: RPA <X^2> = 0.0947
R = 8 bohr, coupling 1.0: RPA <X^2> = 0.0670
highest RPA point of scan (step 0.5 bohr): R = 5.5 bohr
  RPA minus 2 E_H = 0.04548 hartree = 1.238 eV
  there gap = 0.02268, K = 0.29655, full CI minus 2 E_H = -0.00066 hartree
model K = 0.3 hartree: gap, E_c+K (hartree), ratio to sqrt(K gap)
  1e-03 0.016828 0.9715
  1e-04 0.005427 0.9909
  1e-05 0.001727 0.9971
Hartree-Fock gap: R (bohr), gap, RPA minus 2 E_H (hartree), ratio to sqrt(K/R)
       16 0.062500 0.12116 0.8122
      100 0.010000 0.05703 0.9224
     1000 0.001000 0.01917 0.9749
    10000 0.000100 0.00617 0.9920
```
